# RMM-DIIS: finding eigenvectors by residual minimization in the iterate history, part 1

(Sections cited here and not found follow in the later parts.)

## A number to explain

Take the converged Hartree–Fock matrix $H$ and overlap matrix $S$ of ammonia in the cc-pVDZ basis, 29 functions, and look for the highest occupied orbital, the fifth solution of $H\psi=\lambda S\psi$. A rough starting vector $\psi_0$ has a residual $(H-\varepsilon S)\psi_0$ of length $4.02\times10^{-2}\,E_h$. A Newton-like correction gives $\psi_1$, with residual $1.07\times10^{-2}\,E_h$. The combination

$$\psi=-0.1163\,\psi_0+1.1163\,\psi_1$$

has a residual of $0.993\times10^{-2}\,E_h$ per unit norm $\sqrt{\psi^\dagger S\psi}$ of the vector, less than either member, and in this ratio no combination of the two does better. One weight is negative and the other exceeds one. Five steps, each adding one correction and keeping all earlier vectors in the combination, bring the residual below $10^{-8}\,E_h$ and the energy to $-0.418339\,E_h$. Four eigenvalues lie below this one, the lowest at $-15.53\,E_h$, and the vector was never made orthogonal to their eigenvectors. A method that lowered the energy expectation value would have slid toward $-15.53\,E_h$. The weights and the choice of state both follow from the quantity that is minimized.

## The eigenproblem and its units

The one-electron operator is the Fock operator of a closed-shell molecule, in Gaussian units

$$\hat h=-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{|\mathbf r-\mathbf R_A|}+\hat J-\hat K ,$$

where the Coulomb and exchange operators $\hat J,\hat K$ are built on the interaction $e^2/|\mathbf r-\mathbf r'|$. Writing $\mathbf r=a_0\mathbf x$ with $a_0=\hbar^2/(me^2)$ gives the kinetic term the prefactor $\hbar^2/(ma_0^2)=me^4/\hbar^2$ and every Coulomb term the prefactor $e^2/a_0=me^4/\hbar^2$. All energies are therefore multiples of $E_h=me^4/\hbar^2=27.21139$ eV. The operator $\hat h$ is held fixed throughout; the dependence of $\hat J-\hat K$ on the orbitals belongs to the self-consistency loop outside the eigensolver.

In a basis of $N$ linearly independent functions $b_\mu$, with $H_{\mu\nu}=\langle b_\mu|\hat h|b_\nu\rangle$ and $S_{\mu\nu}=\langle b_\mu|b_\nu\rangle$, an orbital is a column $\psi$ of $N$ dimensionless coefficients. $H$ is Hermitian, and $S$ is Hermitian and positive definite because $\psi^\dagger S\psi$ is the squared norm of a nonzero function. The eigenpairs satisfy

$$H\phi_k=\lambda_kS\phi_k,\qquad \phi_k^\dagger S\phi_l=\delta_{kl},\qquad \lambda_0\le\lambda_1\le\dots\le\lambda_{N-1}. \tag{1}$$

Nothing below uses more of the physics than (1).

For a trial vector $\psi$ and a real number $\varepsilon$, called the shift, the residual is

$$R[\psi;\varepsilon]=(H-\varepsilon S)\,\psi . \tag{2}$$

It vanishes for $\psi\neq0$ exactly when $(\varepsilon,\psi)$ is an eigenpair, whichever eigenpair that is. Its size is measured with a Hermitian positive-definite matrix $M$ and compared with the size of $\psi$:

$$\rho^2[\psi;\varepsilon]=\frac{R^\dagger MR}{\psi^\dagger S\psi}. \tag{3}$$

The division is needed because $R$ is linear in $\psi$, so that $R^\dagger MR$ alone has the useless minimum zero at $\psi=0$. The ratio is unchanged under $\psi\to c\psi$ for any complex $c\ne0$, and $\rho$ has the unit of energy.

## Two metrics for the residual

The Wood–Zunger form takes $M=1$, the plain sum $\sum_\mu|R_\mu|^2$. The other natural choice is $M=S^{-1}$. They coincide in an orthonormal basis and differ otherwise; $\rho_1$ and $\rho_{S}$ denote the two cases.

A change of basis shows the difference. Let the new functions be $b'_\nu=\sum_\mu b_\mu U_{\mu\nu}$ with $U$ invertible. The same orbital has $\psi=U\psi'$, and $H'=U^\dagger HU$, $S'=U^\dagger SU$. Then $R'=U^\dagger(H-\varepsilon S)U\psi'=U^\dagger R$. With $S'^{-1}=U^{-1}S^{-1}U^{-\dagger}$,

$$R'^\dagger S'^{-1}R'=R^\dagger U\,U^{-1}S^{-1}U^{-\dagger}\,U^\dagger R=R^\dagger S^{-1}R,\qquad R'^\dagger R'=R^\dagger UU^\dagger R .$$

So $\rho_S$ belongs to the orbital and the space spanned by the basis, while $\rho_1$ depends also on which basis spans it. The meaning of $\rho_S$ is direct. The components $R_\mu=\langle b_\mu|(\hat h-\varepsilon)|\psi\rangle$ are overlaps, and $\Pi=\sum_{\mu\nu}|b_\mu\rangle(S^{-1})_{\mu\nu}\langle b_\nu|$ is the orthogonal projector on the basis space, so $R^\dagger S^{-1}R=\langle(\hat h-\varepsilon)\psi|\Pi|(\hat h-\varepsilon)\psi\rangle$ is the squared length of the projected function $\Pi(\hat h-\varepsilon)\psi$. The choice $M=1$ avoids solving a linear system with $S$. The main result holds for any $M$; the bounds and the monotonicity derived later need $M=S^{-1}$.

## The minimum in the history

Let $\psi_0,\dots,\psi_m$ be the vectors collected so far, arranged as the columns of an $N\times(m+1)$ matrix $V$, with $m+1$ small. Two assumptions are made. The columns are linearly independent. One shift $\varepsilon$ is used for all of them, so that $R_i=(H-\varepsilon S)\psi_i$ with the same $\varepsilon$ for every $i$.

A trial vector is $\psi=\sum_i\alpha_i\psi_i=V\alpha$ with complex $\alpha_i$. Because the matrix $H-\varepsilon S$ is the same for all members,

$$R[V\alpha;\varepsilon]=(H-\varepsilon S)\sum_i\alpha_i\psi_i=\sum_i\alpha_iR_i . \tag{4}$$

This is the only place where the common shift enters, and everything depends on it. Inserting (4) in (3),

$$\rho^2=f(\alpha)=\frac{\sum_{ij}\alpha_i^*\,R_i^\dagger MR_j\,\alpha_j}{\sum_{ij}\alpha_i^*\,\psi_i^\dagger S\psi_j\,\alpha_j}=\frac{\alpha^\dagger P\alpha}{\alpha^\dagger Q\alpha},\qquad P_{ij}=R_i^\dagger MR_j,\quad Q_{ij}=\psi_i^\dagger S\psi_j . \tag{5}$$

Both small matrices are Hermitian, since $M$ and $S$ are. $P$ is positive semidefinite, because $\alpha^\dagger P\alpha=R^\dagger MR\ge0$. $Q$ is positive definite, because $\alpha^\dagger Q\alpha=\psi^\dagger S\psi$ vanishes only for $V\alpha=0$, which independence allows only for $\alpha=0$.

### Stationary points

Write $n=\alpha^\dagger P\alpha$ and $d=\alpha^\dagger Q\alpha$, and move $\alpha\to\alpha+t\eta$ with real $t$ and an arbitrary complex direction $\eta$. To first order in $t$, $n$ changes by $t(\eta^\dagger P\alpha+\alpha^\dagger P\eta)=2t\,\mathrm{Re}\,\eta^\dagger P\alpha$, the two terms being complex conjugates because $P$ is Hermitian, and likewise $d$ changes by $2t\,\mathrm{Re}\,\eta^\dagger Q\alpha$. The quotient rule gives

$$\frac{df}{dt}\Big|_{0}=\frac{\dot n}{d}-\frac{n\,\dot d}{d^2}=\frac{\dot n-f\dot d}{d}=2\,\mathrm{Re}\,\eta^\dagger g,\qquad g=\frac{P\alpha-fQ\alpha}{\alpha^\dagger Q\alpha}. \tag{6}$$

If the derivative vanishes for all $\eta$, it vanishes for $\eta=g$, where it equals $2g^\dagger g$; hence $g=0$. Conversely $g=0$ makes it vanish for all $\eta$. The stationary points are therefore the solutions of

$$P\alpha=\mu\,Q\alpha , \tag{7}$$

and multiplying (7) from the left by $\alpha^\dagger$ shows that $\mu=f(\alpha)$: the root is the value of $\rho^2$ at the stationary point. It is the squared ratio, in $E_h^2$.

### The lowest root is the global minimum

Stationarity does not say which root is the minimum. Since $Q$ is positive definite it has a Cholesky factorization $Q=LL^\dagger$ with $L$ invertible. Setting $\alpha=L^{-\dagger}y$ and multiplying (7) by $L^{-1}$ turns it into the ordinary problem $Cy=\mu y$ with Hermitian $C=L^{-1}PL^{-\dagger}$. It has orthonormal eigenvectors $y_k$ and real roots $\mu_0\le\dots\le\mu_m$. The vectors $\alpha^{(k)}=L^{-\dagger}y_k$ form a basis with

$$\alpha^{(k)\dagger}Q\alpha^{(l)}=y_k^\dagger y_l=\delta_{kl},\qquad \alpha^{(k)\dagger}P\alpha^{(l)}=y_k^\dagger Cy_l=\mu_k\delta_{kl},$$

and $\mu_k\ge0$ because $P$ is semidefinite. Expanding any $\alpha=\sum_ka_k\alpha^{(k)}$,

$$f(\alpha)=\frac{\sum_k|a_k|^2\mu_k}{\sum_k|a_k|^2}=\mu_0+\frac{\sum_k|a_k|^2(\mu_k-\mu_0)}{\sum_k|a_k|^2}\ \ge\ \mu_0 , \tag{8}$$

with equality exactly when $a_k=0$ for every $\mu_k>\mu_0$. This is the result:

$$\min_{\alpha\ne0}\rho^2[V\alpha;\varepsilon]=\mu_0,\qquad \psi_{\rm new}=V\alpha^{(0)} , \tag{9}$$

where $\mu_0$ is the lowest root of (7). If $\mu_0$ is nondegenerate, $\psi_{\rm new}$ is unique up to a complex factor, and the normalization $\alpha^{(0)\dagger}Q\alpha^{(0)}=1$ makes $\psi_{\rm new}^\dagger S\psi_{\rm new}=1$.

The other roots are not minima. Along $\alpha^{(k)}+t\alpha^{(l)}$, equation (8) gives $f=(\mu_k+t^2\mu_l)/(1+t^2)=\mu_k+t^2(\mu_l-\mu_k)/(1+t^2)$. For $\mu_k>\mu_0$ the choice $l=0$ lowers $f$, and for $\mu_k<\mu_m$ the choice $l=m$ raises it. Interior roots are saddle points and $\mu_m$ is the maximum, so at fixed $\varepsilon$ and fixed history there is no local minimum besides the global one.

The coefficients $\alpha_i$ are unrestricted in sign, phase and sum. A negative weight needs no special mechanism.

### A dependent history

If the columns of $V$ are dependent there is an $\alpha\neq0$ with $V\alpha=0$. Then $Q\alpha=V^\dagger SV\alpha=0$ and $P\alpha=V^\dagger(H-\varepsilon S)M(H-\varepsilon S)V\alpha=0$. For this shared null vector (7) holds with every $\mu$, $\det(P-\mu Q)$ vanishes identically, and the Cholesky factor $L$ is not invertible, so the reduction to an ordinary eigenproblem fails. Successive iterates of a converging method approach one vector, so a history of raw iterates approaches this situation as the calculation succeeds. The next part gives the remedy.

## Only the spanned space matters

Replace $V$ by $V'=VT$ with $T$ invertible. Then $P'=T^\dagger PT$ and $Q'=T^\dagger QT$, and $P'\beta=\mu Q'\beta$ reads $T^\dagger(P-\mu Q)T\beta=0$. Since $T^\dagger$ is invertible this is (7) with $\alpha=T\beta$. The roots are the same, and $V'\beta=V\alpha$ is the same vector. The history may be stored as iterates $\{\psi_0,\psi_1,\dots\}$, as a start vector and corrections $\{\psi_0,\delta\psi_1,\dots\}$, or as an $S$-orthonormal set. The last choice gives $Q=1$ and removes the near-singularity of $Q$.

For $S$-orthonormal $V$, let $W=M^{1/2}(H-\varepsilon S)V$. Then $P=W^\dagger W$, and the roots are the squared singular values of the $N\times(m+1)$ matrix $W$. The minimal $\rho$ is its smallest singular value.

If a vector is added to the history at fixed $\varepsilon$, the old trial vectors are still available, with coefficient zero on the new member. A minimum over a larger set cannot be larger, so $\mu_0$ cannot rise. This holds for every $M$.

## Which eigenvalue the step aims at

Take $M=S^{-1}$ and expand $\psi=\sum_kc_k\phi_k$. By (1), $R=\sum_kc_k(\lambda_k-\varepsilon)S\phi_k$, and $(S\phi_k)^\dagger S^{-1}(S\phi_l)=\phi_k^\dagger S\phi_l=\delta_{kl}$. With the weights $w_k=|c_k|^2/\sum_l|c_l|^2$, which are nonnegative and add to one,

$$\rho_S^2[\psi;\varepsilon]=\sum_kw_k(\lambda_k-\varepsilon)^2 . \tag{10}$$

Compare the Rayleigh quotient

$$\varepsilon[\psi]=\frac{\psi^\dagger H\psi}{\psi^\dagger S\psi}=\sum_kw_k\lambda_k . \tag{11}$$

Minimizing (11) puts all the weight on $\lambda_0$, and to reach $\lambda_j$ that way the weights $w_0,\dots,w_{j-1}$ must be forced to zero by orthogonalization. Minimizing (10) puts the weight on the smallest $(\lambda_k-\varepsilon)^2$. Equation (7) with $M=S^{-1}$ is the Rayleigh–Ritz problem, in the history space, of the folded operator whose eigenvectors are $\phi_k$ and whose eigenvalues are $(\lambda_k-\varepsilon)^2$. States below and above $\varepsilon$ are penalized alike, and the lowest eigenvalue of $H$ has no special role. A small history can offer only the vectors in its span, and the lowest root belongs to the one with the smallest weighted mean (10). A large overlap with the eigenvector nearest the shift does not by itself ensure that this state is selected, because even a small admixture of a distant state counts with its squared distance from $\varepsilon$. When the history spans the whole space, the weights are free and

$$\mu_0=\min_k(\lambda_k-\varepsilon)^2,\qquad\psi_{\rm new}=\text{the eigenvector of the nearest }\lambda_k . \tag{12}$$

For any $\psi$, a weighted mean is at least the smallest entry, so (10) gives $\min_k|\lambda_k-\varepsilon|\le\rho_S$. To carry this over to $M=1$, let $s_{\min}$ be the smallest eigenvalue of $S$. The largest eigenvalue of $S^{-1}$ is $1/s_{\min}$, so $R^\dagger S^{-1}R\le R^\dagger R/s_{\min}$ and

$$\min_k|\lambda_k-\varepsilon|\ \le\ \rho_S\ \le\ \rho_1/\sqrt{s_{\min}} . \tag{13}$$

A small residual guarantees that some eigenvalue is near $\varepsilon$; it does not say which.

For $M=1$ and $S\ne1$, (12) is not exact. In the full space (7) reads $(H-\varepsilon S)^2\psi=\mu S\psi$. Inserting $\psi=\phi_k$ gives $(\lambda_k-\varepsilon)(H-\varepsilon S)S\phi_k=\mu S\phi_k$, which for $\varepsilon\neq\lambda_k$ requires $S\phi_k$ to be an ordinary eigenvector of $H-\varepsilon S$, a condition unrelated to (1). For $\varepsilon=\lambda_k$ it holds with $\mu=0$. With $M=1$ the exact eigenvector is thus in general reached only together with the exact shift, and the shift has to be improved along the way. An exception is a $\phi_k$ that is also an eigenvector of $S$, $S\phi_k=s\phi_k$, as when it is the only basis combination of its symmetry. It solves (7) at every shift, with $\mu=s(\lambda_k-\varepsilon)^2$, and for nondegenerate $\lambda_k$ this is the lowest root when $\varepsilon$ is near enough to $\lambda_k$, though not at every shift.

The same reasoning gives the conditions of failure. If $\varepsilon$ lies midway between two neighbouring eigenvalues, their folded values are equal and the smallest of all, and in the full space any mixture of the two eigenvectors minimizes (10). If the start vector is poor, so that its Rayleigh quotient lies nearer another eigenvalue whose eigenvector the history can represent, the minimization can favour that state. When several orbitals are refined independently, nothing in the step excludes that two of them arrive at the same eigenvector while a third is missed, and small residuals would not reveal it, since (13) is satisfied by each vector separately. Within a degenerate level every combination has zero residual, so the partners must be orthogonalized to each other by a separate step. The method refines good guesses.

At a fixed shift and for a fixed, independent history, the lowest root of the small problem (7) gives the smallest residual per unit norm, with no orthogonalization to lower states. It remains to update the shift, bound the energy error, supply new directions for the history, and test the method on ammonia.
